# Do adatoms on fcc(100) surfaces always hop over bridge sites?: a program that tests the result

```python
"""
Result under test: on an fcc(100) surface neither bridge hopping nor concerted
exchange is always the cheaper adatom move; bonding decides the order.
Model energy (second-moment tight binding), lengths in r0, energies in eV:
  E = sum_i [sum_j A exp(-p(r-1)) - sqrt(sum_j xi^2 exp(-2q(r-1)))]
with a smooth cutoff. A, xi: fixed by cohesive energy and zero pressure.
p, q: decay constants of repulsion and bonding. r0: bulk neighbour distance.
k_h, k_x: rates of each of four hops and each of four exchanges.
Kinetic results: D = r0^2 (k_h + 2 k_x), and the probability of being on the
original checkerboard colour is (1 + exp(-8 k_h t))/2.
"""
import numpy as np
from scipy.constants import k as boltzmann, e as charge
from scipy.optimize import minimize, minimize_scalar
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import expm_multiply

COHESION = 4.0
P = 10.0
R0_NM = 0.28
CUT_ON, CUT_OFF = 1.45, 1.95
TEMPERATURE = 300.0
ATTEMPT = 1.0e13


def switch(r):
    x = np.clip((r - CUT_ON) / (CUT_OFF - CUT_ON), 0, 1)
    value = 1 - x**3 * (10 - 15*x + 6*x*x)
    slope = -30 * x*x * (1-x)**2 / (CUT_OFF - CUT_ON)
    return value, slope


def calibrate(q):
    """Solve for A and xi from bulk lattice sums over neighbour shells."""
    number = np.array([12, 6, 24])
    radius = np.sqrt([1.0, 2.0, 3.0])

    def sums(scale):
        r = scale * radius
        s = switch(r)[0]
        return np.array([np.sum(number*np.exp(-P*(r-1))*s),
                         -np.sqrt(np.sum(number*np.exp(-2*q*(r-1))*s))])
    h = 1e-5
    matrix = np.array([sums(1), (sums(1+h)-sums(1-h))/(2*h)])
    return np.linalg.solve(matrix, [-COHESION, 0.0])


class Slab:
    """Atom 0 is the adatom (if present), atom 1 the surface atom at origin."""

    def __init__(self, q, size, layers, adatom=True):
        self.q, self.size = q, size
        self.A, self.xi = calibrate(q)
        points = [[0.5, 0.5, 0.65]] if adatom else []
        for layer in range(layers):
            shift = 0.5 * (layer % 2)
            for i in range(size):
                for j in range(size):
                    points.append([i+shift, j+shift, -layer/np.sqrt(2)])
        self.start = np.array(points)
        self.I, self.J = np.triu_indices(len(points), 1)
        lowest_free = -(layers - 2.5) / np.sqrt(2)
        self.free = np.where(self.start[:, 2] > lowest_free)[0]

    def energy_gradient(self, pos):
        d = pos[self.I] - pos[self.J]
        d[:, :2] -= self.size * np.round(d[:, :2] / self.size)
        r2 = np.einsum('ij,ij->i', d, d)
        near = r2 < CUT_OFF**2
        d, r = d[near], np.sqrt(r2[near])
        i, j, n = self.I[near], self.J[near], len(pos)
        s, ds = switch(r)
        rep = self.A * np.exp(-P*(r-1))
        bond = self.xi**2 * np.exp(-2*self.q*(r-1))
        rho = np.bincount(i, bond*s, n) + np.bincount(j, bond*s, n)
        root = np.sqrt(np.maximum(rho, 1e-20))
        energy = 2*np.sum(rep*s) - np.sum(root)
        slope = 2*rep*(ds - P*s)
        slope -= 0.5*(1/root[i]+1/root[j])*bond*(ds-2*self.q*s)
        force = (slope/r)[:, None] * d
        grad = np.column_stack([np.bincount(i, force[:, c], n)
                                - np.bincount(j, force[:, c], n)
                                for c in range(3)])
        return energy, grad

    def relax(self, pos, direction=None, free=None):
        """Minimize; motion along a given unit direction is forbidden."""
        free = self.free if free is None else free
        pos = pos.copy()
        unit = None if direction is None else direction[free].ravel()

        def objective(x):
            pos[free] = x.reshape(-1, 3)
            energy, grad = self.energy_gradient(pos)
            g = grad[free].ravel()
            if unit is not None:
                g = g - unit * np.dot(unit, g)
            return energy, g
        result = minimize(objective, pos[free].ravel(), jac=True,
                          method='L-BFGS-B',
                          options=dict(maxiter=600, maxcor=20,
                                       ftol=1e-15, gtol=1e-5))
        energy, g = objective(result.x)
        assert np.max(np.abs(g)) < 5e-3, "relaxation incomplete"
        return pos.copy(), energy

    def symmetric_guess(self, mechanism, background):
        pos = background.copy()
        direction = np.zeros_like(pos)
        if mechanism == 'hop':
            pos[0] = [0.0, 0.5, 0.80]
            direction[0, 0] = 1.0
            movers = np.array([0])
        else:
            pos[0] = [0.35, 0.35, 0.55]
            pos[1] = [-0.35, -0.35, 0.55]
            direction[:2, :2] = 0.5
            movers = np.array([0, 1])
        return pos, direction, movers

    def negative_modes(self, pos):
        h, columns = 1e-4, []
        for atom in self.free:
            for axis in range(3):
                plus, minus = pos.copy(), pos.copy()
                plus[atom, axis] += h
                minus[atom, axis] -= h
                difference = (self.energy_gradient(plus)[1]
                              - self.energy_gradient(minus)[1])
                columns.append(difference[self.free].ravel()/(2*h))
        hessian = np.array(columns)
        values = np.linalg.eigvalsh((hessian+hessian.T)/2)
        return int(np.sum(values < -1e-3))


def neighbours(slab, pos, atom):
    d = pos - pos[atom]
    d[:, :2] -= slab.size*np.round(d[:, :2]/slab.size)
    return int(np.sum(np.linalg.norm(d, axis=1) < 1.25)) - 1


def study(slab, mechanism, hollow, e_hollow):
    guess, direction, movers = slab.symmetric_guess(mechanism, slab.start)
    middle, e_middle = slab.relax(guess, direction)
    full_gradient = slab.energy_gradient(middle)[1][slab.free]
    assert np.max(np.abs(full_gradient)) < 5e-3, "not stationary"
    modes = slab.negative_modes(middle)
    # Follow the relaxed path down to the hollow.
    profile, pos, steps = [e_middle], middle, 8
    for _ in range(steps):
        pos, energy = slab.relax(pos + direction*0.5/steps, direction)
        profile.append(energy)
    end_energy = slab.relax(pos)[1]
    top = int(np.argmax(profile))
    highest = profile[top]
    if 0 < top < steps:
        a, b, c = profile[top-1:top+2]
        highest = b - (a-c)**2/(8*(a-2*b+c))
    frozen_guess = slab.symmetric_guess(mechanism, hollow)[0]
    e_frozen = slab.relax(frozen_guess, direction, movers)[1]
    return dict(barrier=highest-e_hollow, middle=e_middle-e_hollow,
                modes=modes, end_error=end_energy-e_hollow, top=top,
                released=e_frozen-e_middle,
                contacts=neighbours(slab, middle, 0),
                pair=np.linalg.norm(middle[0]-middle[1]))


# Analytic gradient against finite differences of the energy.
test_slab = Slab(3.0, 4, 5)
rng = np.random.default_rng(3)
shaken = test_slab.start + 0.03*rng.normal(size=test_slab.start.shape)
trial = rng.normal(size=shaken.shape)
h = 1e-5
numeric = (test_slab.energy_gradient(shaken+h*trial)[0]
           - test_slab.energy_gradient(shaken-h*trial)[0])/(2*h)
analytic = np.sum(test_slab.energy_gradient(shaken)[1]*trial)
assert abs(numeric-analytic) < 1e-5*max(1, abs(analytic))

# One additional interior layer must add the bulk cohesive energy per atom.
thick = [Slab(3.0, 4, m, False) for m in (8, 9)]
layer_energies = [s.energy_gradient(s.start)[0] for s in thick]
bulk_energy = (layer_energies[1]-layer_energies[0])/16
assert abs(bulk_energy+COHESION) < 1e-8

print(f"Model: cohesion {COHESION:.1f} eV, p = {P:.0f}, r0 = {R0_NM} nm")
print(f"Cutoff switched from {CUT_ON} to {CUT_OFF} r0")
print(f"Bulk energy from slab difference: {bulk_energy:.6f} eV/atom")

# Energy of Z equal bonds with free length, without cutoff.
for q in (2.0, 4.0):
    beta = (P-2*q)/(2*(P-q))
    A_nn = COHESION*q/(12*(P-q))
    xi_nn = COHESION*P/(np.sqrt(12)*(P-q))
    found = []
    for Z in (2, 4, 8):
        best = minimize_scalar(
            lambda r: Z*A_nn*np.exp(-P*(r-1))
            - np.sqrt(Z)*xi_nn*np.exp(-q*(r-1)),
            bounds=(0.5, 1.3), method='bounded', options={'xatol': 1e-10})
        assert abs(best.fun + COHESION*(Z/12)**beta) < 1e-7
        found.append(best.fun)
    print(f"q={q:.1f}: beta={beta:.4f}; E(Z=2,4,8) = "
          + ", ".join(f"{v:.3f}" for v in found) + " eV")

# Master equation for hops and exchanges on a periodic grid of hollows.
L, k_h, k_x, time = 32, 1.0, 0.5, 0.8
x, y = np.meshgrid(np.arange(L), np.arange(L), indexing='ij')
source = (x*L+y).ravel()
rows, cols, vals = [source], [source], [np.full(L*L, -4*(k_h+k_x))]
for dx, dy, rate in [(1, 0, k_h), (-1, 0, k_h), (0, 1, k_h), (0, -1, k_h),
                     (1, 1, k_x), (1, -1, k_x), (-1, 1, k_x), (-1, -1, k_x)]:
    rows.append((((x+dx) % L)*L + (y+dy) % L).ravel())
    cols.append(source)
    vals.append(np.full(L*L, rate))
generator = coo_matrix((np.concatenate(vals),
                        (np.concatenate(rows), np.concatenate(cols))),
                       shape=(L*L, L*L)).tocsr()
initial = np.zeros(L*L)
initial[(L//2)*L+L//2] = 1
prob = expm_multiply(generator*time, initial).reshape(L, L)
msd = np.sum(prob*((x-L//2)**2+(y-L//2)**2))
same = np.sum(prob[(x+y) % 2 == 0])
assert abs(msd - 4*(k_h+2*k_x)*time) < 1e-5
assert abs(same - (1+np.exp(-8*k_h*time))/2) < 1e-8
print(f"Master equation: k_h={k_h} /s, k_x={k_x} /s, t={time} s")
print(f"  mean square displacement {msd:.5f} r0^2; same colour {same:.5f}")

print("Scan: 4x4 slab, 5 layers, lowest 2 fixed; energies in eV")
results = {}
for q in (2.0, 2.5, 3.0, 3.5, 4.0):
    slab = Slab(q, 4, 5)
    hollow, e_hollow = slab.relax(slab.start)
    hop = study(slab, 'hop', hollow, e_hollow)
    exchange = study(slab, 'exchange', hollow, e_hollow)
    results[q] = (hop, exchange)
    print(f"q={q:.1f}: A={slab.A:.4f} eV, xi={slab.xi:.4f} eV; "
          f"barriers: hop {hop['barrier']:.3f}, "
          f"exchange {exchange['barrier']:.3f}")
    print(f"  negative modes at midpoint: hop {hop['modes']}, "
          f"exchange {exchange['modes']}; midpoint energies "
          f"{hop['middle']:.3f}, {exchange['middle']:.3f}")
    print(f"  adatom neighbours within 1.25 r0: hollow "
          f"{neighbours(slab, hollow, 0)}, bridge {hop['contacts']}, "
          f"exchange {exchange['contacts']}; pair {exchange['pair']:.3f} r0")
    print(f"  released by substrate relaxation: hop {hop['released']:.3f}, "
          f"exchange {exchange['released']:.3f}")

print("Larger cell: 6x6 slab, 7 layers, lowest 2 fixed; midpoint energies")
large = {}
for q in (2.0, 4.0):
    slab = Slab(q, 6, 7)
    e_hollow = slab.relax(slab.start)[1]
    values = []
    for mechanism in ('hop', 'exchange'):
        guess, direction, _ = slab.symmetric_guess(mechanism, slab.start)
        values.append(slab.relax(guess, direction)[1]-e_hollow)
    large[q] = values
    print(f"q={q:.1f}: hop {values[0]:.3f} eV, exchange {values[1]:.3f} eV")

thermal = boltzmann*TEMPERATURE/charge
print(f"Rates at {TEMPERATURE:.0f} K, common prefactor {ATTEMPT:.0e} /s, "
      f"kT = {thermal:.5f} eV, 4x4 barriers")
for q in (2.0, 4.0):
    rates = [ATTEMPT*np.exp(-r['barrier']/thermal) for r in results[q]]
    diffusion = (R0_NM*1e-9)**2*(rates[0]+2*rates[1])
    print(f"q={q:.1f}: k_h={rates[0]:.3e} /s, k_x={rates[1]:.3e} /s, "
          f"k_x/k_h={rates[1]/rates[0]:.3e}, D={diffusion:.3e} m^2/s")

for q, (hop, exchange) in results.items():
    assert hop['modes'] == 1, "bridge is not a first-order saddle"
    assert exchange['modes'] <= 1, "exchange midpoint has extra instability"
    for result in (hop, exchange):
        assert abs(result['end_error']) < 1e-4, "path misses the hollow"
        assert result['barrier'] > 0
assert results[2.0][0]['barrier'] < results[2.0][1]['barrier']
assert results[4.0][1]['barrier'] < results[4.0][0]['barrier']
assert large[2.0][0] < large[2.0][1]
assert large[4.0][1] < large[4.0][0]
print("verified")
```

Printed output:

```
Model: cohesion 4.0 eV, p = 10, r0 = 0.28 nm
Cutoff switched from 1.45 to 1.95 r0
Bulk energy from slab difference: -4.000000 eV/atom
q=2.0: beta=0.3750; E(Z=2,4,8) = -2.043, -2.649, -3.436 eV
q=4.0: beta=0.1667; E(Z=2,4,8) = -2.967, -3.331, -3.739 eV
Master equation: k_h=1.0 /s, k_x=0.5 /s, t=0.8 s
  mean square displacement 6.40000 r0^2; same colour 0.50083
Scan: 4x4 slab, 5 layers, lowest 2 fixed; energies in eV
q=2.0: A=0.1048 eV, xi=1.4268 eV; barriers: hop 0.376, exchange 0.959
  negative modes at midpoint: hop 1, exchange 1; midpoint energies 0.376, 0.959
  adatom neighbours within 1.25 r0: hollow 4, bridge 2, exchange 5; pair 0.922 r0
  released by substrate relaxation: hop 0.083, exchange 0.306
q=2.5: A=0.1242 eV, xi=1.5266 eV; barriers: hop 0.488, exchange 0.942
  negative modes at midpoint: hop 1, exchange 1; midpoint energies 0.488, 0.942
  adatom neighbours within 1.25 r0: hollow 4, bridge 2, exchange 5; pair 0.916 r0
  released by substrate relaxation: hop 0.057, exchange 0.316
q=3.0: A=0.1505 eV, xi=1.6392 eV; barriers: hop 0.559, exchange 0.870
  negative modes at midpoint: hop 1, exchange 1; midpoint energies 0.559, 0.870
  adatom neighbours within 1.25 r0: hollow 4, bridge 2, exchange 5; pair 0.914 r0
  released by substrate relaxation: hop 0.039, exchange 0.312
q=3.5: A=0.1835 eV, xi=1.7678 eV; barriers: hop 0.581, exchange 0.733
  negative modes at midpoint: hop 1, exchange 1; midpoint energies 0.581, 0.733
  adatom neighbours within 1.25 r0: hollow 4, bridge 2, exchange 5; pair 0.913 r0
  released by substrate relaxation: hop 0.029, exchange 0.295
q=4.0: A=0.2236 eV, xi=1.9165 eV; barriers: hop 0.544, exchange 0.523
  negative modes at midpoint: hop 1, exchange 1; midpoint energies 0.544, 0.523
  adatom neighbours within 1.25 r0: hollow 5, bridge 2, exchange 5; pair 0.911 r0
  released by substrate relaxation: hop 0.031, exchange 0.262
Larger cell: 6x6 slab, 7 layers, lowest 2 fixed; midpoint energies
q=2.0: hop 0.374 eV, exchange 0.864 eV
q=4.0: hop 0.547 eV, exchange 0.425 eV
Rates at 300 K, common prefactor 1e+13 /s, kT = 0.02585 eV, 4x4 barriers
q=2.0: k_h=4.833e+06 /s, k_x=7.633e-04 /s, k_x/k_h=1.579e-10, D=3.789e-13 m^2/s
q=4.0: k_h=7.345e+03 /s, k_x=1.627e+04 /s, k_x/k_h=2.215e+00, D=3.126e-15 m^2/s
verified
```
